# Relativistic Hyperfine Splitting of Hydrogenic S States with Dirac Functions: a program that tests the result

```python
# Result under test: first-order magnetic dipole hyperfine splitting of nS1/2
# Dirac-Coulomb levels with a fixed point nucleus and a point dipole:
#   splitting = E_F * F_n / n^3,
#   F_n = n^3 (2E+1) / [gamma N^3 (4 gamma^2 - 1)],
#   F_1 = 1/[gamma(2 gamma-1)] = 1 + (3/2) zeta^2 + ...,
#   F_2 = 1 + (17/8) zeta^2 + ...
# Symbols: zeta = Z*alpha, gamma = sqrt(1-zeta^2), E = energy / (m c^2),
#   N = sqrt((n-1)^2 + 2(n-1)gamma + 1), E_F = nonrelativistic 1S splitting,
#   P, Q = large and small radial functions, normalized to int(P^2+Q^2)dr = 1.
# Natural units hbar = c = m = 1 unless SI is stated; x = zeta*r.
import numpy as np
import sympy as sp
import mpmath as mp
import scipy.constants as sc
from scipy.integrate import quad
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 80


def level(n, zeta):
    """gamma, N and Dirac energy of the nS1/2 level."""
    gam = np.sqrt(1 - zeta**2)
    big_n = np.sqrt((n - 1)**2 + 2*(n - 1)*gam + 1)
    return gam, big_n, (n - 1 + gam)/big_n


def factor(n, zeta):
    """Derived relativistic factor F_n."""
    gam, big_n, energy = level(n, zeta)
    return n**3*(2*energy + 1)/(gam*big_n**3*(4*gam**2 - 1))


def diagonalize(zeta, size=24, b=0.6):
    """nS states (n=1,2,3) from the radial Dirac matrix in x^(gamma+k) e^(-b x).

    Returns for each state E and the integrals A, B, C of r^s times
    P^2+Q^2, P^2-Q^2 and 2PQ, for s = 0, -1, -2.
    """
    z, b = mp.mpf(zeta), mp.mpf(b)
    g = mp.sqrt(1 - z**2)
    mom = {s: mp.gamma(2*g + s + 1)/(2*b)**(2*g + s + 1)
           for s in range(-2, 2*size)}

    def table(element):
        return mp.matrix([[element(i, j) for j in range(size)]
                          for i in range(size)])

    linv = mp.inverse(mp.cholesky(table(lambda i, j: mom[i + j])))

    def orthonormal(element):
        m = linv*table(element)*linv.T
        return np.array([[float(m[i, j]) for j in range(size)]
                         for i in range(size)])

    one = np.eye(size)
    inv1 = orthonormal(lambda i, j: mom[i + j - 1])
    inv2 = orthonormal(lambda i, j: mom[i + j - 2])
    der = orthonormal(lambda i, j: (g + j)*mom[i + j - 1] - b*mom[i + j])
    ham = np.block([[one - zeta**2*inv1, zeta*(-der - inv1)],
                    [zeta*(der - inv1), -one - zeta**2*inv1]])
    assert np.allclose(ham, ham.T, atol=1e-10)
    values, vectors = np.linalg.eigh(ham)
    states = []
    for k in np.where(values > 0)[0][:3]:
        p, q = vectors[:size, k], vectors[size:, k]
        st = {"E": values[k]}
        for s, m in ((0, one), (-1, zeta*inv1), (-2, zeta**2*inv2)):
            pp, qq, pq = p @ m @ p, q @ m @ q, p @ m @ q
            st["A", s], st["B", s], st["C", s] = pp + qq, pp - qq, 2*pq
        states.append(st)
    return states


def factor_numeric(n, zeta, states):
    """F_n from the definition, using int PQ/r^2 dr of the matrix state."""
    return -n**3*states[n - 1]["C", -2]/2/zeta**3


# --- three-dimensional spinor: Dirac equation and angular factor ---
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha_mat = [np.kron(pauli[0], s) for s in pauli]
beta_mat = np.kron(pauli[2], np.eye(2))
spin = np.array([0.8, 0.6], complex)
spin_z = (spin.conj() @ pauli[2] @ spin).real
zeta_3d = 0.5
gam_3d = np.sqrt(1 - zeta_3d**2)
q_over_p = -zeta_3d/(1 + gam_3d)


def spinor(pos):
    """Unnormalized 1S Dirac spinor."""
    r = np.linalg.norm(pos)
    sigma_r = sum(c*s for c, s in zip(pos/r, pauli))
    radial = r**(gam_3d - 1)*np.exp(-zeta_3d*r)
    return radial*np.concatenate([spin, -1j*q_over_p*(sigma_r @ spin)])


point, h = np.array([0.7, -0.4, 0.9]), 1e-4
h_psi = (beta_mat - zeta_3d/np.linalg.norm(point)*np.eye(4)) @ spinor(point)
for axis in range(3):
    step = h*np.eye(3)[axis]
    slope = (spinor(point + step) - spinor(point - step))/(2*h)
    h_psi = h_psi - 1j*alpha_mat[axis] @ slope
assert np.max(abs(h_psi - gam_3d*spinor(point))) < 1e-6

nodes, weights = np.polynomial.legendre.leggauss(8)
angular_mean = 0.0
for c, w in zip(nodes, weights):
    for phi in 2*np.pi*np.arange(12)/12:
        s = np.sqrt(1 - c*c)
        unit = np.array([s*np.cos(phi), s*np.sin(phi), c])
        cross_z = unit[0]*alpha_mat[1] - unit[1]*alpha_mat[0]
        psi = spinor(unit)
        angular_mean += w/2/12*(psi.conj() @ cross_z @ psi).real
pq_at_one = q_over_p*np.exp(-2*zeta_3d)
angular_coefficient = angular_mean/(pq_at_one*spin_z)
assert abs(angular_coefficient + 4/3) < 1e-10

# --- nonrelativistic limit: int R R'/2 dr for hydrogen radial functions ---
r = sp.symbols("r", positive=True)
for n in (1, 2, 3):
    rad = sp.expand(R_nl(n, 0, r, 1))
    integral = sp.integrate(sp.expand(rad*sp.diff(rad, r)/2), (r, 0, sp.oo))
    assert sp.simplify(integral + sp.Rational(1, n**3)) == 0

# --- exact factor against diagonalization ---
rows = []
for zeta in (0.1, 0.3, 0.5, 0.8):
    states = diagonalize(zeta)
    for n in (1, 2, 3):
        assert abs(states[n - 1]["E"] - level(n, zeta)[2]) < 1e-9
        assert abs(factor_numeric(n, zeta, states)/factor(n, zeta) - 1) < 1e-6
    gam = np.sqrt(1 - zeta**2)
    f1, f2 = (factor_numeric(n, zeta, states) for n in (1, 2))
    assert abs(f1*gam*(2*gam - 1) - 1) < 1e-6
    rows.append((zeta, factor(1, zeta), f1, 1 + 1.5*zeta**2,
                 factor(2, zeta), f2, 1 + 17/8*zeta**2))
    # radial moments and the linear relations between them
    for n in (1, 2, 3):
        st = states[n - 1]
        gam, big_n, en = level(n, zeta)
        a1, b1, c1 = (st[k, -1] for k in "ABC")
        a2, b2, c2 = (st[k, -2] for k in "ABC")
        a1_formula = zeta/big_n**3*(n - 1 + gam + zeta**2/gam)
        d = 1e-5
        slope = (level(n, zeta + d)[2] - level(n, zeta - d)[2])/(2*d)
        pairs = [(st["B", 0], en), (b1, zeta/big_n**2), (a1, a1_formula),
                 (a1, -slope), (c1, -zeta**2/(gam*big_n**3)),
                 (st["C", 0], -b1), (-a1, en*st["C", 0] + zeta*c1),
                 (a2, 2*b2 + 2*c1), (b2, 2*a2 + 2*en*c1 + 2*zeta*c2),
                 (c2, 2*a1 - 2*en*b1 - 2*zeta*b2)]
        for left, right in pairs:
            assert abs(left - right) < 1e-6*max(1, abs(left))

# --- Breit coefficients: extrapolated from diagonalization, and by series ---
small = {z: diagonalize(z) for z in (0.02, 0.04)}
breit_numeric = {}
for n in (1, 2, 3):
    c = [(factor_numeric(n, z, small[z]) - 1)/z**2 for z in (0.02, 0.04)]
    breit_numeric[n] = (4*c[0] - c[1])/3
    expected = 11/6 + 3/(2*n) - 11/(6*n**2)
    assert abs(breit_numeric[n] - expected) < 5e-5
assert abs(breit_numeric[1] - 3/2) < 5e-5
assert abs(breit_numeric[2] - 17/8) < 5e-5

y = sp.symbols("y")          # y = zeta^2
series = {}
for n in (1, 2, 3, 4):
    gs = sp.sqrt(1 - y)
    ns = sp.sqrt((n - 1)**2 + 2*(n - 1)*gs + 1)
    fs = n**3*(2*(n - 1 + gs)/ns + 1)/(gs*ns**3*(4*gs**2 - 1))
    first = sp.simplify(sp.diff(fs, y).subs(y, 0))
    second = sp.simplify(sp.diff(fs, y, 2).subs(y, 0)/2)
    series[n] = (first, second)
    general = (sp.Rational(11, 6) + sp.Rational(3, 2*n)
               - sp.Rational(11, 6*n**2))
    assert sp.simplify(first - general) == 0
assert series[1] == (sp.Rational(3, 2), sp.Rational(17, 8))
assert series[2][0] == sp.Rational(17, 8)


# --- 1S integrand x^(2 gamma-2) e^(-2x) in the variable u = ln x ---
def piece(zeta, u_low, u_high):
    power = 2*np.sqrt(1 - zeta**2) - 1
    return quad(lambda u: np.exp(power*u - 2*np.exp(u)), u_low, u_high,
                epsabs=1e-13, epsrel=1e-10, limit=200)[0]


decade = np.log(10)
growth = {}
for zeta in (0.8, 0.9):      # below and above sqrt(3)/2
    growth[zeta] = (piece(zeta, -18*decade, -12*decade)
                    / piece(zeta, -12*decade, -6*decade))
assert growth[0.8] < 1 < growth[0.9]

alpha = sc.fine_structure
u_compton = np.log(alpha)
inner = piece(alpha, -50, u_compton)
middle = piece(alpha, u_compton, 0)
outer = piece(alpha, 0, 4)
total = inner + middle + outer
frac_compton, frac_bohr = inner/total, (inner + middle)/total
assert abs(frac_bohr - (1 - np.exp(-2))) < 1e-3
assert abs(frac_compton - (1 - np.exp(-2*alpha))) < 1e-4

# --- hydrogen in SI units ---
const = sc.physical_constants
mu_p = const["proton mag. mom."][0]
mu_b = const["Bohr magneton"][0]
a_0 = const["Bohr radius"][0]
a_e = const["electron mag. mom. anomaly"][0]
spin_spin = sum(np.kron(s, s) for s in pauli)
spin_levels = np.linalg.eigvalsh(spin_spin)
spin_gap = spin_levels[-1] - spin_levels[0]
assert abs(spin_gap - 4) < 1e-12
inverse_compton = sc.m_e*sc.c/sc.hbar
nu_f = (spin_gap*sc.mu_0*sc.e*sc.c/(3*np.pi)*mu_p
        * inverse_compton**2*alpha**3/sc.h)
nu_contact = spin_gap*2*sc.mu_0/3*mu_b*mu_p/(np.pi*a_0**3)/sc.h
assert abs(nu_f/nu_contact - 1) < 1e-8
nu_1 = nu_f*factor(1, alpha)
nu_2 = nu_f*factor(2, alpha)/8
difference = 8*nu_2 - nu_1
assert abs(difference/(5/8*alpha**2*nu_f) - 1) < 1e-3
mass_factor = (1 + sc.m_e/sc.m_p)**-3

print(f"angular coefficient of PQ (sphere quadrature): {angular_coefficient:.6f}")
print(f"spin-spin gap for two spins 1/2: {spin_gap:.1f}")
print("Table: zeta | F1 formula, F1 diagonalized, 1+(3/2)zeta^2 |"
      " F2 formula, F2 diagonalized, 1+(17/8)zeta^2")
for row in rows:
    print("  {:.1f} | {:.6f} {:.6f} {:.6f} | {:.6f} {:.6f} {:.6f}".format(*row))
for n in (1, 2, 3):
    print(f"zeta^2 coefficient {n}S: series {series[n][0]},"
          f" extrapolated from diagonalization {breit_numeric[n]:.5f}")
print(f"zeta^4 coefficient: 1S {series[1][1]}, 2S {series[2][1]}")
print(f"critical zeta = sqrt(3)/2 = {np.sqrt(3)/2:.6f}")
for zeta in (0.8, 0.9):
    print(f"1S integral, x=1e-18..1e-12 part over x=1e-12..1e-6 part,"
          f" zeta={zeta}: {growth[zeta]:.4f}")
print(f"hydrogen 1S: part of integral inside one Bohr radius: {frac_bohr:.4f}")
print("hydrogen 1S: part inside one reduced Compton wavelength:"
      f" {frac_compton:.5f}")
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"alpha^2: {alpha**2:.6e}")
print(f"proton magnetic moment: {mu_p:.8e} J/T")
print(f"E_F/h, fixed nucleus, from Dirac expression: {nu_f/1e6:.5f} MHz")
print(f"E_F/h, from Fermi contact density: {nu_contact/1e6:.5f} MHz")
print(f"hydrogen F1 - 1: {factor(1, alpha) - 1:.6e}")
print(f"hydrogen F2 - 1: {factor(2, alpha) - 1:.6e}")
print(f"1S splitting with Breit factor: {nu_1/1e6:.5f} MHz")
print(f"2S nonrelativistic splitting: {nu_f/8e6:.5f} MHz")
print(f"2S splitting with Breit factor: {nu_2/1e6:.5f} MHz")
print(f"Breit shift 1S: {(nu_1 - nu_f)/1e3:.3f} kHz")
print(f"Breit shift 2S: {(nu_2 - nu_f/8)/1e3:.3f} kHz")
print(f"8*nu(2S) - nu(1S): {difference/1e3:.3f} kHz")
print(f"leading term (5/8) alpha^2 E_F/h: {5/8*alpha**2*nu_f/1e3:.3f} kHz")
print(f"reduced-mass density factor: {mass_factor:.8f}")
print(f"electron moment anomaly a_e: {a_e:.8f}")
print("1S splitting times mass factor and (1+a_e):"
      f" {nu_1*mass_factor*(1 + a_e)/1e6:.3f} MHz")
print("no test failed")
```

Printed output:

```
angular coefficient of PQ (sphere quadrature): -1.333333
spin-spin gap for two spins 1/2: 4.0
Table: zeta | F1 formula, F1 diagonalized, 1+(3/2)zeta^2 | F2 formula, F2 diagonalized, 1+(17/8)zeta^2
  0.1 | 1.015215 1.015215 1.015000 | 1.021606 1.021606 1.021250
  0.3 | 1.154653 1.154653 1.135000 | 1.224077 1.224077 1.191250
  0.5 | 1.577350 1.577350 1.375000 | 1.878235 1.878235 1.531250
  0.8 | 8.333333 8.333333 1.960000 | 14.763419 14.763419 2.360000
zeta^2 coefficient 1S: series 3/2, extrapolated from diagonalization 1.50000
zeta^2 coefficient 2S: series 17/8, extrapolated from diagonalization 2.12500
zeta^2 coefficient 3S: series 115/54, extrapolated from diagonalization 2.12962
zeta^4 coefficient: 1S 17/8, 2S 449/128
critical zeta = sqrt(3)/2 = 0.866025
1S integral, x=1e-18..1e-12 part over x=1e-12..1e-6 part, zeta=0.8: 0.0631
1S integral, x=1e-18..1e-12 part over x=1e-12..1e-6 part, zeta=0.9: 5.8792
hydrogen 1S: part of integral inside one Bohr radius: 0.8647
hydrogen 1S: part inside one reduced Compton wavelength: 0.01449
fine-structure constant alpha: 0.007297353
alpha^2: 5.325135e-05
proton magnetic moment: 1.41060680e-26 J/T
E_F/h, fixed nucleus, from Dirac expression: 1421.15953 MHz
E_F/h, from Fermi contact density: 1421.15953 MHz
hydrogen F1 - 1: 7.988306e-05
hydrogen F2 - 1: 1.131691e-04
1S splitting with Breit factor: 1421.27305 MHz
2S nonrelativistic splitting: 177.64494 MHz
2S splitting with Breit factor: 177.66504 MHz
Breit shift 1S: 113.527 kHz
Breit shift 2S: 20.104 kHz
8*nu(2S) - nu(1S): 47.305 kHz
leading term (5/8) alpha^2 E_F/h: 47.299 kHz
reduced-mass density factor: 0.99836793
electron moment anomaly a_e: 0.00115965
1S splitting times mass factor and (1+a_e): 1420.599 MHz
no test failed
```
